\section*{Mass-Conserving Level-Set Island Growth with Adatom Diffusion and Random Nucleation}

\section{The defect}

A level-set simulation of epitaxial islands can create atoms. Adatoms captured at an island edge set its speed, but moving the edge for a finite time sweeps an area that need not equal the number of atoms captured. In the two-island calculation below, a grid spacing of one lattice constant leaves 7.9 atoms too many after a deposit of 358.4. Part of this defect comes from the finite time step and part from the spatial discretization. Refining both reduces it. One scalar correction per step removes it from the global balance, but does not guarantee the balance of each island.

Lengths are in lattice constants $a$ and time is in monolayers (ML), so one atom covers unit area and the deposition rate per unit area is 1. The surface is a periodic square of side $L$. Attachment is irreversible. There is no desorption, step-edge barrier or second-layer nucleation, so adatoms on island tops also feed the edges.

\section{Continuum balance}

Let $\phi>0$ on islands, with $\mathbf n$ the edge normal pointing out of them. The adatom density $\rho$ vanishes on every edge $\Gamma$ and elsewhere obeys
\begin{equation}
\partial_t\rho=D\nabla^2\rho+1-2\sigma D\rho^2\chi_Z .
\end{equation}
Here $\chi_Z=1$ in the nucleation zone, the terrace more than 1.2 from any island, and zero elsewhere. Each pair formed removes two adatoms. The edge receives atoms from both sides, so its outward speed is
\begin{equation}
v=D\left(\partial_n\rho|_{\rm terrace}-\partial_n\rho|_{\rm top}\right).
\end{equation}
Density rises away from the edge on both sides. The first derivative is therefore positive and the second negative, and both contributions to $v$ are positive.

When the edge moves, Reynolds transport adds $-\int_\Gamma v\rho\,ds$ to the rate of change of the terrace population and $+\int_\Gamma v\rho\,ds$ to that of the tops. Both vanish because $\rho=0$ on $\Gamma$. The outward normal of the terrace is $-\mathbf n$, so the divergence theorem gives
\begin{align}
\frac{d}{dt}\int\rho\,dA
&=L^2-D\int_\Gamma\partial_n\rho|_{\rm terrace}ds
+D\int_\Gamma\partial_n\rho|_{\rm top}ds-2\dot\nu\\
&=L^2-\int_\Gamma v\,ds-2\dot\nu,
\qquad \dot\nu=\int_Z\sigma D\rho^2dA .
\end{align}
Between nucleation events the island area satisfies $\dot A=\int_\Gamma v\,ds$. If $K$ islands have been placed, then
\begin{equation}
\frac{d}{dt}\left[A+\int\rho\,dA+2(\nu-K)\right]=L^2. \label{balance}
\end{equation}
Placing an island raises $A$ by 2 and lowers the pending term $2(\nu-K)$ by 2, so the bracket does not jump.

At coalescence the edge changes topology and its normal is undefined at the contact point. The balance can still be integrated up to contact and onward from it. The area swept in a short interval around contact equals the atoms captured in it, which tends to zero with the interval. Hence $A$ is continuous and the two integrated balances join. This requires that $\phi$ does not vanish over a region of finite area.

\section{Nucleation rate}

The coefficient $\sigma$ follows from two independent walkers on a periodic lattice of $M=L^2$ sites that bind on becoming nearest neighbours. Let $h_0(x)$ be the mean number of relative hops needed to reach separation zero from $x$, and $P$ the average over the four neighbours. Away from the origin $(1-P)h_0=1$. The sum of $(1-P)h_0$ over all sites is zero, so the origin must supply $-M$:
\begin{equation}
(1-P)h_0=1-M\delta_{x,0}.
\end{equation}
The eigenvalues of $P$ are $\lambda_k=(\cos k_x+\cos k_y)/2$. Solving by Fourier series and imposing $h_0(0)=0$ gives
\begin{equation}
h_0(x)=\sum_{k\ne0}\frac{1-e^{ik\cdot x}}{1-\lambda_k},
\qquad \langle h_0\rangle=\sum_{k\ne0}\frac1{1-\lambda_k}.
\end{equation}
At the origin the hop equation reads $-(Ph_0)(0)=1-M$. By symmetry each neighbour therefore needs $M-1$ hops to reach the origin. Every path to the origin passes through a neighbour, so for each of the $M-1$ nonzero separations $h_0$ exceeds the binding time by $M-1$. The mean binding time in hops, over a uniform start, is
\begin{equation}
H=\sum_{k\ne0}\frac1{1-\lambda_k}-\frac{(M-1)^2}{M}.
\end{equation}
Each walker hops at rate $4D$, so relative hops occur at rate $8D$ and the mean binding time is $H/(8D)$. In mean field there are $(\rho M)^2/2$ pairs. The rate per unit area is
\begin{equation}
\frac1M\frac{(\rho M)^2}{2}\frac{8D}{H}=\frac{4M}{H}D\rho^2,
\qquad \sigma=\frac{4M}{H}.
\end{equation}
For $L=32$, $H=1436.9$ and $\sigma=4096/1436.9=2.85$. At small $k$, $1-\lambda_k\simeq k^2/4$, so the sum grows as $(M/\pi)\ln M$ and $\sigma$ depends logarithmically on the box. This is a well-mixed closure that ignores competing islands.

When $\nu$ passes an integer, a site in $Z$ is drawn with probability proportional to the local pair rate, and a disc is added whose radius makes the measured area rise by 2. Positions are random, while event times follow the accumulated mean rate. To include Poisson timing, draw successive increments of $\nu$ from a unit-mean exponential distribution. Equation~\eqref{balance} still holds, though the pending term may then be negative.

\section{Moving the distance function}

On the edge, differentiating $\phi(\mathbf y(t),t)=0$ gives $\partial_t\phi+\dot{\mathbf y}\cdot\nabla\phi=0$. For a signed distance $\nabla\phi=-\mathbf n$ there, hence $\partial_t\phi=v$. Away from the edge, differentiating $|\nabla\phi|^2=1$ in time gives
\begin{equation}
\nabla\phi\cdot\nabla(\partial_t\phi)=0 .
\end{equation}
Thus $\partial_t\phi$ is constant along each normal line and equals $v$ at the closest edge point $\mathbf y(\mathbf x)$:
\begin{equation}
\partial_t\phi(\mathbf x,t)=v(\mathbf y(\mathbf x),t).
\end{equation}
This holds where the closest point is unique. Once $v$ and the closest points are known, the update itself needs no spatial derivative of $\phi$.

\section{Discrete capture}

Let the edge cut the link between nodes $i$ and $j$ at a fraction $f$ of the spacing $h$ from $i$. The one-sided gradients are $\rho_i/(fh)$ and $\rho_j/[(1-f)h]$. Each link represents a strip of width $h$, so it captures atoms at the rate
\begin{equation}
Q=D\left(\frac{\rho_i}{f}+\frac{\rho_j}{1-f}\right).
\end{equation}
Diffusion is implicit, and the pair loss uses the product of old and new densities, $\rho\rho'$. Summing the discrete equation over nodes, uncut links cancel in pairs and cut links leave $-Q$:
\begin{equation}
h^2\sum(\rho'-\rho)=\Delta t\left(L^2-\sum Q-2\dot\nu_h\right),
\quad \dot\nu_h=h^2\sum_Z\sigma D\rho\rho' .
\end{equation}
The adatom account therefore closes on the grid. A node overtaken by the edge keeps its density and becomes part of an island top.

A cut on axis $\alpha$ is assigned the edge length $s=h|n_\alpha|$. An element $ds$ meets $|n_\alpha|ds/h$ grid lines of that axis, so the two axes together give $(n_x^2+n_y^2)ds=ds$. To avoid vanishing lengths, $|n_\alpha|$ is kept at or above 0.05.

Edge atoms relax over a length $\ell$. For cuts a distance $d\le3\ell$ apart, let $w_{cc'}=e^{-d^2/2\ell^2}\max(0,\mathbf n_c\cdot\mathbf n_{c'})$, and set
\begin{equation}
W_{c'}=\sum_c w_{cc'}s_c,\qquad
v_c=\sum_{c'}w_{cc'}\frac{Q_{c'}}{W_{c'}} .
\end{equation}
Exchanging the sums shows that smoothing loses no atoms:
\begin{equation}
\sum_cs_cv_c=\sum_{c'}\frac{Q_{c'}}{W_{c'}}\sum_cw_{cc'}s_c=\sum_{c'}Q_{c'} .
\end{equation}
The normal factor prevents direct exchange between opposite sides of a straight gap.

\section{Closure and pseudocode}

Move a circle of radius $R$ outward by $\delta=v\Delta t$. It captured $2\pi R\delta$ atoms, but its area grows by
\begin{equation}
\pi(R+\delta)^2-\pi R^2=2\pi R\delta+\pi\delta^2 .
\end{equation}
The excess is $\pi\delta^2$. Over a fixed distance the number of steps scales as $1/\delta$, so the accumulated excess scales as $\delta$. Multiplying the displacement by $q$ and requiring $2\pi Rq\delta+\pi q^2\delta^2=2\pi R\delta$ gives $q\simeq1-\delta/(2R)$ for $\delta\ll R$.

For general shapes, $q$ is found by a bracketed root search on the measured area. Each grid square is split into two triangles with $\phi$ linear on each. If only the largest vertex value $c$ is positive, the cuts lie at fractions $c/(c-a)$ and $c/(c-b)$ of the two sides leaving that vertex, so the island fraction is $c^2/[(c-a)(c-b)]$. If only the smallest value $a$ is nonpositive, the fraction is $1-a^2/[(b-a)(c-a)]$. This area is continuous in the nodal values, including at a merger, unless all three values of a triangle vanish together.

\begin{verbatim}
B = area(phi); nu = K = 0
repeat until the final time:
  find cut links, fractions, normals, lengths
  solve implicit diffusion; obtain Q and pair rate
  B += dt*sum(Q);  nu += dt*pair_rate
  if an edge exists:
    smooth Q into edge speeds v
    reset phi to signed distance where |phi| > 2h
    u = v at the closest cut of each node
    find q such that area(phi + q*dt*u) = B
    phi += q*dt*u
  while floor(nu) > K and the zone is not empty:
    draw a site; add a disc of area 2
    B += 2;  K += 1
  choose the next dt
\end{verbatim}

The reset uses a short tangent segment at the nearest cut. It leaves the nodes beside the edge alone as long as $\phi$ remains close to a distance.

\section{Two islands through coalescence}

Take $L=32$, $D=10^4$ and $\ell=1$. Two circles of radius 5, separated by a gap of 1.2, grow for 0.35 ML without nucleation or closure ($q=1$). The deposit is $0.35\times1024=358.4$ atoms. The time step rises from $0.005h$ to a ceiling of $0.02h$, so space and time are refined together. The defect is island area plus adatoms, minus initial area and deposit.

\begin{center}
\begin{tabular}{cccc}
$h$ & steps & end of merger step (ML) & final defect (atoms)\\
1 & 22 & 0.1625 & $+7.89$\\
1/2 & 39 & 0.1612 & $+3.93$\\
1/3 & 57 & 0.1608 & $+2.59$
\end{tabular}
\end{center}

Halving $h$ divides the defect by 2.0, and dividing $h$ by three divides it by 3.0. This is first-order behaviour under joint refinement of $h$ and $\Delta t$. On the finest grid the defect is 0.72\% of the deposit.

The circle formula gives the right scale. The initial area is $50\pi=157$, and adding the deposit gives about 515, or two circles of radius 9.06. With 22 equal displacements over a radial distance of 4.06, the excess would be $2\pi(4.06)^2/22\simeq4.7$ atoms. This accounts only for the time-step part of the defect. At $h=1$, dividing the time step by two and by four leaves 5.6 and 4.6 atoms, so roughly 3.5 of the 7.9 atoms are spatial error that a shorter step does not remove. Errors in edge length are one possible source. For a circle of radius 5 centred on a node with $h=1/2$, steady capture must equal 1024 atoms per ML, so the mean speed should be $1024/(10\pi)=32.6$. The grid gives 33.0, because its summed edge length is 1.2\% short. This placement is unfavourable: for randomly placed centres the length error at the same $h$ is about $-0.05\pm0.2\%$.

On the finest grid the defect is $+1.52$ atoms before the merger step and $+1.59$ after it. The change of 0.07 compares with an average of $2.59/57=0.05$ per step and a deposit of about 6.8 atoms in that step. Coalescence produces no large mass jump here.

The tabulated merger times are ends of steps of length $0.02h$, so their close agreement reflects the time steps. Interpolating $\phi$ at the midpoint within the step puts contact at 0.154, 0.158 and 0.160 ML. On the finest grid the facing edges thus each advance 0.6 in 0.160 ML, a mean speed of about 3.8. The initial average over both perimeters, if all deposited atoms are captured, would be $1024/(20\pi)=16.3$. A narrow gap collects little flux. The steady density on a circular top is $(R^2-r^2)/(4D)$, which supplies an edge speed of $R/2=2.5$. The rest comes from the gap, the enlarging tops and edge relaxation, which this calculation does not separate.

\section{Random nucleation with closure}

The second calculation starts from an empty surface with $h=1/2$ and deposits 0.6 ML, or 614.4 atoms, in one random realization.

\begin{center}
\begin{tabular}{ccccc}
$t$ (ML) & islands & island atoms & adatoms & pending\\
0.010 & 2 & 4.7 & 3.8 & 1.3\\
0.098 & 12 & 97.4 & 1.0 & 1.8\\
0.298 & 14 & 304.1 & 0.3 & 0.6\\
0.498 & 10 & 508.4 & 0.2 & 1.2\\
0.600 & 5 & 612.9 & 0.2 & 1.3
\end{tabular}
\end{center}

Fifteen islands nucleate and five remain, so merging removes ten. The last row sums to $612.9+0.2+1.3=614.4$. That agreement is imposed by the closure and is not independent evidence of accuracy. Measuring the final area instead by cubic-spline interpolation on an eight times finer grid gives 611.5. The resulting deficit of 1.4 atoms, 0.22\% of the deposit, is one measure of the sensitivity to how the edge is reconstructed, not a bound on the error.

The mean closure factor is 0.951, with a range of 0.900 to 0.976. The one-step excesses removed by it add up to 26.8 atoms, or 4.4\% of the deposit. The correction is therefore appreciable at this resolution, even though the final ledger balances.

\section{Cost, stability and failure modes}

For $G=(L/h)^2$ nodes, a sparse direct solve with nested-dissection ordering costs $O(G^{3/2})$ per step, while each area evaluation costs $O(G)$. With $\Delta t\propto h$, the direct solves over a fixed deposit scale as $h^{-4}$.

The diffusion matrix has nonpositive off-diagonal entries, and each diagonal entry exceeds the sum of their magnitudes by at least $1/\Delta t$. Its inverse is therefore nonnegative, and $\rho$ stays nonnegative for any positive $\Delta t$. Accuracy still limits the step. The next step is chosen so that the last maximum speed would move the edge by at most $h/2$ and the last pair rate would produce at most half an event. Since both rates can rise, these are controls, not strict bounds.

A single $q$ can transfer mass between islands. At equal $\delta$, a small circle needs a smaller $q$ than a large one, so a common factor favours the small island. A factor for each connected island, with captured totals added at mergers, would remove this transfer. Edge smoothing can also pass atoms between small neighbouring islands, because cuts within $3\ell$ of each other may have partly aligned normals. Balancing each island by its own capture therefore also requires smoothing each island separately. Gaps narrower than $h$ may be missed, and $\ell$ must be resolved if edge relaxation is to be meaningful. Seeds of two atoms also stretch the continuum description.

Second-layer nucleation limits the coverage. Using the terrace value of $\sigma$ on a circular top gives the rate
\begin{equation}
\sigma D\int_0^R\left(\frac{R^2-r^2}{4D}\right)^2 2\pi r\,dr
=\frac{\pi\sigma R^6}{48D},
\end{equation}
because $\int_0^R(R^2-r^2)^2r\,dr=R^6/6$. At $R=5$ this is 0.29 per ML. It is only an order-of-magnitude estimate: $\sigma$ was derived for the periodic box, and such a top holds on average only $\pi R^4/(8D)\simeq0.025$ adatoms, too few for a mean-field pair count to be reliable. Five equal circles sharing the final 613 atoms would have $R\simeq6.2$ and a rate near 1.1 per ML each, but merged islands are lobed and this overstates the rate. Integrating $\sigma D\rho^2$ over the computed tops gives about 1.3 per ML for all islands together at the end, and about 0.15 expected events over the whole run. Neglecting the second layer is thus tolerable for this run, but not for growth continued much beyond it.

A value of $D$ above the $10^4$ used here would give larger and sparser islands at the same coverage before coalescence. Real surfaces may also have step-edge barriers. If a barrier blocked all descent and nearly all terrace adatoms joined first-layer islands, the first-layer coverage $\theta$ would obey $\dot\theta=1-\theta$. After 0.6 ML it would be $1-e^{-0.6}=0.45$, against 0.60 in this model. The atoms left on top would then need their own layers in the mass balance.
